# Density-of-states mass and conductivity mass in a many-valley semiconductor

## Question

I want the electron density and the conductivity of a lightly doped semiconductor at 300 K. Its conduction band has six equivalent valleys, two on each cubic axis. Each valley has a longitudinal mass $m_l=1.0\,m_0$ along its own axis and a transverse mass $m_t=0.2\,m_0$ in the two perpendicular directions, where $m_0$ is the free-electron mass. The Fermi level lies 0.20 eV below the band edge, and the averaged relaxation time is 0.20 ps.

For a simple band $E=\hbar^2k^2/2m$, the same $m$ goes into the effective density of states $N_c$ and into the mobility $\mu=e\tau/m$. I therefore assumed that my band also has one effective mass, some average of $m_l$ and $m_t$, to be used in both formulas. But for silicon, which has the same arrangement of valleys, I have met two values that differ by about a factor of four. Which one is the effective mass, and what goes wrong if I use the other?

## Answer

Each is correct in its own formula, and neither can replace the other. What the band structure supplies is a set of valleys, each with its own mass tensor. $N_c$ asks how many states lie near the band edge. Mobility asks how fast an average electron drifts in a given field. These questions call for different averages of the same masses.

I assume parabolic, unstrained, equally filled valleys, a weak uniform field, and a scalar relaxation time $\tau(E)$ that is the same function in every valley. Energy $E$ is measured from the band edge $E_c$, and $\mathbf k$ from the minimum of the valley concerned.

### The mass that counts states

In the principal axes of one valley,

$$E=\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_l}+\frac{k_2^2}{m_t}+\frac{k_3^2}{m_t}\right).$$

A surface of constant energy is an ellipsoid with semi-axes $\sqrt{2m_lE}/\hbar$, $\sqrt{2m_tE}/\hbar$ and $\sqrt{2m_tE}/\hbar$. Its volume is $4\pi/3$ times their product:

$$\Omega(E)=\frac{4\pi}{3}\,\frac{(2E)^{3/2}(m_lm_t^2)^{1/2}}{\hbar^3}.$$

Per unit volume of crystal, and with two spins, there are $2/(2\pi)^3$ states per unit volume of $k$-space. For $g$ valleys the number of states below $E$ is therefore

$$N(E)=g\,\frac{2}{8\pi^3}\,\Omega(E)=\frac{g\,(2E)^{3/2}(m_lm_t^2)^{1/2}}{3\pi^2\hbar^3}.$$

A single isotropic band of mass $m_d$ would have $N(E)=(2m_dE)^{3/2}/(3\pi^2\hbar^3)$. The two counts agree at every energy if $m_d^{3/2}=g\,(m_lm_t^2)^{1/2}$, that is, if

$$m_d=g^{2/3}(m_lm_t^2)^{1/3}.$$

This is the density-of-states mass. It is a geometric mean because the volume of an ellipsoid is a product of its axes. It contains $g$ because every valley adds states.

To obtain $N_c$, differentiate the count,

$$D(E)=\frac{dN}{dE}=\frac{(2m_d)^{3/2}}{2\pi^2\hbar^3}\,E^{1/2},$$

and fill the states with the Boltzmann factor, which is adequate when $E_F$ lies several $k_BT$ below $E_c$:

$$n=e^{-(E_c-E_F)/k_BT}\int_0^\infty D(E)\,e^{-E/k_BT}\,dE.$$

Since $\int_0^\infty E^{1/2}e^{-E/k_BT}dE=(k_BT)^{3/2}\sqrt\pi/2$,

$$n=N_c\,e^{-(E_c-E_F)/k_BT},\qquad N_c=\frac{(2m_dk_BT)^{3/2}}{4\pi^{3/2}\hbar^3}=2\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

There is a convention here. One may instead keep $g$ as a prefactor of $N_c$ and use the one-valley mass $(m_lm_t^2)^{1/3}$. The density is the same, but $g$ must enter once and not twice.

### The mass that governs drift

An electron has charge $-e$, so in a field $\mathbf F$ it feels the force $-e\mathbf F$. The steady Boltzmann equation with a relaxation time is

$$-\frac{e}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.$$

To first order in the field, $f$ on the left may be replaced by the equilibrium distribution $f_0$. With $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$ this gives

$$f-f_0=e\tau\,(\mathbf F\cdot\mathbf v)\,\frac{\partial f_0}{\partial E}.$$

The equilibrium part carries no current, because $\mathbf v$ is odd in $\mathbf k$ within each valley. The current density of one valley is then

$$\mathbf J=-e\int\frac{2\,d^3k}{(2\pi)^3}\,\mathbf v\,(f-f_0)=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau\,\mathbf v\,(\mathbf v\cdot\mathbf F)\left(-\frac{\partial f_0}{\partial E}\right).$$

The charge enters twice, once in the force and once in the current, so only $e^2$ appears. Since $-\partial f_0/\partial E$ is positive, the conductivity is positive whatever the sign of the carrier's charge.

In the principal axes $v_i=\hbar k_i/m_i$, and the off-diagonal terms $v_iv_j$ integrate to zero because they are odd in $k_i$. For the diagonal terms, set $k_i=\sqrt{m_i}\,u_i/\hbar$. Then $E=u^2/2$ and $v_i^2=u_i^2/m_i$. The ellipsoids have become spheres, so at fixed energy $u_i^2$ averages to $u^2/3=2E/3$. Hence $v_i^2$ averages to $2E/(3m_i)$, and

$$\sigma_{ii}=\frac{e^2}{m_i}\,\frac23\int_0^\infty D_v(E)\,E\,\tau(E)\left(-\frac{\partial f_0}{\partial E}\right)dE,$$

where $D_v\propto E^{1/2}$ is the density of states of this one valley.

The electron density $n_v$ of the valley can be put in a similar form. The integral of $D_v$ from 0 to $E$ is $\tfrac23D_vE$, so integration by parts gives

$$n_v=\int_0^\infty D_vf_0\,dE=\frac23\int_0^\infty D_v\,E\left(-\frac{\partial f_0}{\partial E}\right)dE.$$

The boundary term vanishes at both ends. Dividing the two results,

$$\sigma_{ii}=\frac{n_ve^2\langle\langle\tau\rangle\rangle}{m_i},\qquad
\langle\langle\tau\rangle\rangle=\frac{\int_0^\infty\tau\,E^{3/2}(-\partial f_0/\partial E)\,dE}{\int_0^\infty E^{3/2}(-\partial f_0/\partial E)\,dE}.$$

The density of states has cancelled, apart from its energy dependence inside the average of $\tau$. What remains is the inertia along the direction of the force.

Now add the valleys. Let the field point along $x$. The $x$ pair holds $n/3$ electrons and responds with $m_l$. The $y$ and $z$ pairs hold $n/3$ each and respond with $m_t$. The valleys conduct in parallel, so their contributions add:

$$\sigma=e^2\langle\langle\tau\rangle\rangle\left(\frac n3\frac1{m_l}+\frac n3\frac1{m_t}+\frac n3\frac1{m_t}\right)=\frac{ne^2\langle\langle\tau\rangle\rangle}{m_c},$$

with the conductivity mass

$$\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_c=\frac{3}{1/m_l+2/m_t}.$$

The mobility is $\mu=\sigma/(ne)=e\langle\langle\tau\rangle\rangle/m_c$. Inverse masses are averaged because, for a given force and relaxation time, drift velocity is proportional to inverse mass. The number of valleys has dropped out because mobility is a response per electron: spreading the same electrons over more equivalent valleys does not make each of them heavier.

The result is the same for fields along $y$ and $z$, so the total conductivity is isotropic. A single valley is not. Take a force along $(1,2,2)$ and a valley whose long axis is $x$. Its drift velocity is proportional to $(1/1.0,\,2/0.2,\,2/0.2)=(1,10,10)$, which points $15.4^\circ$ away from the force. The sideways parts cancel in the sum over all six valleys.

### Your numbers

The two masses are

$$m_d=6^{2/3}\,(1.0\times0.2^2)^{1/3}m_0=3.302\times0.3420\,m_0=1.129\,m_0,$$

$$m_c=\frac{3}{1/1.0+2/0.2}\,m_0=\frac3{11}\,m_0=0.2727\,m_0.$$

At 300 K, $k_BT=0.02585$ eV. Putting $m_d$ into $N_c$ gives $3.011\times10^{19}\ \mathrm{cm^{-3}}$. The Boltzmann factor for 0.20 eV is $4.367\times10^{-4}$, so

$$n=3.011\times10^{19}\times4.367\times10^{-4}\ \mathrm{cm^{-3}}=1.315\times10^{16}\ \mathrm{cm^{-3}}.$$

The mobility and the conductivity are

$$\mu=\frac{e\times0.20\ \mathrm{ps}}{0.2727\,m_0}=1290\ \mathrm{cm^2/(V\,s)},\qquad \sigma=en\mu=2.72\ \mathrm{S/cm}.$$

Using one mass for both formulas gives the following.

- **With $m_c$ for both**, the mobility is right, but $N_c$ falls to $3.57\times10^{18}\ \mathrm{cm^{-3}}$ and $n$ to $1.56\times10^{15}\ \mathrm{cm^{-3}}$. The density is too small by $(m_d/m_c)^{3/2}=4.141^{3/2}=8.43$, and the conductivity comes out as 0.323 S/cm.
- **With $m_d$ for both**, the density is right, but the mobility falls to 311.5 cm²/(V s). It is too small by $m_d/m_c=4.141$, and the conductivity comes out as 0.656 S/cm.

Could some third mass $m$ rescue the idea? With one mass in both places, $\sigma\propto m^{3/2}/m=m^{1/2}$. The correct conductivity is proportional to $m_d^{3/2}/m_c$. Matching them requires

$$m=\frac{m_d^3}{m_c^2}=19.36\,m_0.$$

This number reproduces the conductivity through two errors that cancel. The density would be too large by $(m/m_d)^{3/2}=(m_d/m_c)^3\approx71$, and the mobility too small by $m/m_c$, which is the same factor. A fit to conductivity alone would not reveal this, whereas a separate determination of $n$ would.

### Where the factor of four comes from

The ratio separates into two factors:

$$\frac{m_d}{m_c}=g^{2/3}\times\frac{(m_lm_t^2)^{1/3}}{m_c}=3.302\times1.254=4.141.$$

The first comes from the number of valleys, the second from their anisotropy. Most of the difference is therefore due to there being six valleys. Six perfectly isotropic valleys would still have $m_d/m_c=3.302$.

Neither factor can be less than one. For the second, note that $1/m_c$ is the arithmetic mean of the three numbers $1/m_l$, $1/m_t$, $1/m_t$, while $1/(m_lm_t^2)^{1/3}$ is their geometric mean. An arithmetic mean of positive numbers is at least as large as the geometric mean, with equality when the numbers are equal. So in this model $m_d\ge m_c$, and the two agree only for one isotropic valley. That is the case from which your assumption came, and there it is correct.

The opposite limit also shows how different the averages are. Let $m_l$ grow without bound at fixed $m_t$. Then $m_d$ grows without bound as $m_l^{1/3}$, but $m_c$ tends to $3m_t/2$. The electrons for which the field lies along the heavy direction stop contributing, while the other two thirds drift as before.

For silicon, take the rough values $m_l\approx0.92\,m_0$ and $m_t\approx0.19\,m_0$. The same formulas give

$$m_c=\frac{3}{1/0.92+2/0.19}\,m_0\approx0.26\,m_0,\qquad m_d=6^{2/3}(0.92\times0.19^2)^{1/3}m_0\approx1.1\,m_0.$$

Their ratio is about four. If the two values you met were near $0.26\,m_0$ and $1.1\,m_0$, they are these two: the smaller belongs in the mobility and the larger in $N_c$.

### When the conditions change

**Heavier doping.** If $E_F$ approaches or enters the band, the Boltzmann factor must be replaced by the Fermi function. With $x=E/k_BT$ and $\eta=(E_F-E_c)/k_BT$,

$$\frac n{N_c}=\frac2{\sqrt\pi}\int_0^\infty\frac{x^{1/2}\,dx}{1+e^{x-\eta}}.$$

For $\eta=2$, numerical integration gives $n/N_c=2.824$, whereas the Boltzmann formula would give $e^2\approx7.39$. The masses keep their roles. $N_c$ still contains $m_d$, and the derivation of $m_c$ did not assume a particular form of $f_0$. The average $\langle\langle\tau\rangle\rangle$ does in general change with $\eta$ if $\tau$ depends on energy.

**Strain.** Suppose strain lowers the $z$ pair by $\Delta=0.10$ eV relative to the other four valleys and leaves the masses unchanged. With Boltzmann statistics, and with $\tau$ the same function of the energy above each valley's own edge, $\langle\langle\tau\rangle\rangle$ remains common to all valleys. The populations do not remain equal. The fraction of electrons in the $z$ pair is

$$w_z=\frac{1}{1+2e^{-\Delta/k_BT}}=0.960,$$

which leaves $w_x=w_y=0.020$. The inverse masses must now be weighted by these fractions:

$$\frac1{m_x}=\frac{w_x}{m_l}+\frac{w_y+w_z}{m_t},\qquad \frac1{m_z}=\frac{w_z}{m_l}+\frac{w_x+w_y}{m_t}.$$

They give $m_x=m_y=0.203\,m_0$ and $m_z=0.862\,m_0$. Nearly all electrons now respond with $m_t$ to a field in the $xy$ plane and with $m_l$ to a field along $z$. One conductivity mass no longer suffices even for the mobility. These masses fix the mobility only under the assumption made about $\tau$. Where electrons scatter between valleys, the splitting also removes final states for the lowered pair, so $\tau$ lengthens there and differs from its value in the upper valleys. The change of mobility in a real strained crystal therefore cannot be read from the masses alone. The density changes too: measured from the lowered edge, the effective number of valleys is $2+4e^{-\Delta/k_BT}=2/w_z\approx2.08$ instead of 6.

**Direction-dependent scattering.** If the averaged relaxation times along and across a valley axis are $\tau_l$ and $\tau_t$, each inverse mass carries its own time:

$$\mu=\frac e3\left(\frac{\tau_l}{m_l}+\frac{2\tau_t}{m_t}\right).$$

This can still be written as $e\tau_{\rm eff}/m_c$, but $\tau_{\rm eff}=(\tau_l/m_l+2\tau_t/m_t)/(1/m_l+2/m_t)$ is a mean weighted by the inverse masses, so it depends on the masses itself. For your masses $\tau_l$ has weight $1/11$ and $\tau_t$ weight $10/11$.

**Calculated relaxation times.** I took $\tau$ as given. If you calculate it, the density of states can return by another door. For elastic scattering with a constant matrix element, Fermi's golden rule makes the scattering rate proportional to the density of final states $D(E)$, and hence to the $3/2$ power of a density-of-states mass. That mass counts the valleys into which the electron can scatter, which need not be all six. A material with a larger $m_d$ may therefore have a lower mobility, but the effect comes through $\tau$. The mass in the denominator of $e\langle\langle\tau\rangle\rangle/m_c$ is still the conductivity mass.

Finally, if the electrons reach energies at which the valleys are no longer parabolic, constant masses fail in both formulas. In silicon this is already a small correction at 300 K: if $E$ in the dispersion is replaced by $E(1+\alpha E)$ with $\alpha\approx0.5\ \mathrm{eV^{-1}}$, $N_c$ rises by about 5% and, for constant $\tau$, the conductivity mass by about 6%. One must then return to the two integrals from which they came: the count of states for $n$, and the integral over $\tau v_iv_j(-\partial f_0/\partial E)$ for the conductivity.
